\section*{Local self-energies: when the density of states replaces the zone sum, part 1}

(Sections cited here and not found follow in the second part.)

\section*{A number that needs explaining}

Take a two-orbital tight-binding model on the square lattice, add a static local self-energy that raises orbital 1 by $0.5$~eV and lowers orbital 2 by $0.5$~eV, and ask for the orbital polarization $n_2-n_1$ per spin at $k_BT=0.1$~eV. The Brillouin-zone sum gives $0.157$. Shifting the bare density of states of each orbital by its self-energy and filling it gives $0.135$, which is $14\%$ below the zone value. The bare density of states of this model is the same for both orbitals and has no off-diagonal part, so it commutes with the self-energy. For a single band the same shortcut is exact: on the square lattice the zone sum and the energy integral both give $0.159427-0.493131i$~eV$^{-1}$ at the point used below. The difference between the two cases lies in one commutator, $[\Sigma,H(\mathbf k)]$, taken at each $\mathbf k$ before any averaging.

\section*{Conventions and existence of the resolvent}

Energies are in eV, the chemical potential is absorbed into the complex frequency $z$, and $\operatorname{Im}z>0$. $H(\mathbf k)$ is a bounded Hermitian $M\times M$ Bloch matrix in an orthonormal orbital basis that does not depend on $\mathbf k$. Its distinct eigenvalues are $\epsilon_n(\mathbf k)$, and $P_n(\mathbf k)$ projects on the whole eigenspace of $\epsilon_n$, so that $\sum_nP_n=1$ and $H^a=\sum_n\epsilon_n^aP_n$. The normalized zone average is $\langle\cdot\rangle$. The self-energy $\Sigma(z)$ is local, meaning independent of $\mathbf k$ in this basis, and causal, meaning that $(\Sigma-\Sigma^\dagger)/2i$ is negative semidefinite. Three objects are compared:
\begin{align}
G(z)&=\langle G_{\mathbf k}\rangle,\qquad G_{\mathbf k}=[z-\Sigma-H(\mathbf k)]^{-1},\\
D(\epsilon)&=\Big\langle\sum_nP_n\,\delta(\epsilon-\epsilon_n)\Big\rangle,\\
G_D(z)&=\int d\epsilon\,D(\epsilon)\,[z-\Sigma-\epsilon]^{-1}=\Big\langle\sum_nP_nr_n\Big\rangle,\qquad r_n=[z-\Sigma-\epsilon_n]^{-1}.
\end{align}
$D$ is the bare matrix density of states, and its moments are $\int\epsilon^aD\,d\epsilon=\langle H^a\rangle$. The collapse is the statement $G=G_D$.

The inverses exist. Let $A=z-\Sigma-H$. Since $\langle v|H|v\rangle$ is real and $\operatorname{Im}\langle v|\Sigma|v\rangle\le0$, one has $\operatorname{Im}\langle v|A|v\rangle\ge\operatorname{Im}z\,\|v\|^2$. The Cauchy--Schwarz inequality bounds the left side by $\|v\|\,\|Av\|$, so $\|Av\|\ge\operatorname{Im}z\,\|v\|$. Hence $A$ is invertible and $\|G_{\mathbf k}\|\le1/\operatorname{Im}z$. Replacing $H$ by the number $\epsilon_n$ gives the same bound for $r_n$.

\section*{One band}

For $M=1$ everything is a number. With $\zeta=z-\Sigma(z)$, for which $\operatorname{Im}\zeta\ge\operatorname{Im}z>0$, the momentum enters only through $\epsilon_{\mathbf k}$. Inserting $1=\int d\epsilon\,\delta(\epsilon-\epsilon_{\mathbf k})$ and exchanging the two integrals, which the bound above permits,
\begin{equation}
G(z)=\Big\langle\frac1{\zeta-\epsilon_{\mathbf k}}\Big\rangle=\int d\epsilon\,\frac{D(\epsilon)}{\zeta-\epsilon}\equiv g(\zeta).
\end{equation}
The lattice fixes the function $g$, the Hilbert transform of $D$; the interaction fixes only the point at which it is read. Writing $\zeta=x+i\Gamma$ and using $\operatorname{Im}(x-\epsilon+i\Gamma)^{-1}=-\Gamma/[(x-\epsilon)^2+\Gamma^2]$, the spectral function $-\operatorname{Im}G/\pi$ is $D$ averaged with a normalized Lorentzian of half-width $\Gamma$ centred at $x$. It tends to $D(x)$ as $\Gamma\to0$ wherever $D$ is continuous. The step fails if $\Sigma$ depends on $\mathbf k$, because $\zeta$ is then no longer a single number. If $\Sigma$ depends on $\mathbf k$ only through $\epsilon_{\mathbf k}$, an energy integral over $D$ remains, with $\zeta(\epsilon)$ inside it; otherwise $\zeta$ varies over a surface of constant $\epsilon_{\mathbf k}$ and $D$ does not suffice.

\subsection*{Chain, by residues}

For $\epsilon_k=-2t\cos k$ put $y=e^{ik}$, $dk=dy/(iy)$, $2\cos k=y+1/y$:
\begin{equation}
g(\zeta)=\int_0^{2\pi}\frac{dk}{2\pi}\,\frac1{\zeta+2t\cos k}=\oint_{|y|=1}\frac{dy}{2\pi i}\,\frac1{ty^2+\zeta y+t}.
\end{equation}
The two roots have product $1$. A root on the unit circle would make $\zeta=-2t\cos k$ real, so one root $q$ has $|q|<1$ and the other lies outside. The residue at $q$ is the inverse derivative of the denominator, $g=1/(\zeta+2tq)$, that is $q=(1/g-\zeta)/2t$. Multiplying $tq^2+\zeta q+t=0$ by $4t$ and completing the square gives $(\zeta+2tq)^2=\zeta^2-4t^2$. The product of principal roots $\sqrt{\zeta-2t}\sqrt{\zeta+2t}$ is analytic and nonzero in the upper half-plane and behaves as $\zeta$ at infinity, as $1/g$ does. Their ratio is $\pm1$ and continuous, hence $+1$:
\begin{equation}
g(\zeta)=\frac1{\sqrt{\zeta-2t}\,\sqrt{\zeta+2t}}.
\end{equation}
A factor $e^{ijk}=y^j$ with $j\ge0$ in the numerator multiplies the residue by $q^j$, and the integrand is even in $k$, so $1/(\zeta+2t\cos k)=g\sum_jq^{|j|}e^{ijk}$. The average over the grid $k=2\pi l/N$ keeps the harmonics $j$ that are multiples of $N$:
\begin{equation}
g_N=g\Big(1+2\sum_{p\ge1}q^{pN}\Big)=g\,\frac{1+q^N}{1-q^N}.
\end{equation}
The error relative to $g$ is $2q^N/(1-q^N)$. For $t=1$~eV and $\zeta=0.6+0.4i$~eV, $|q|=0.8124$, so $2|q|^{20}\approx0.031$, and with the denominator the computed relative error for $N=20$ is $0.032$. As $\zeta$ approaches the band, $|q|\to1$ and the grid must grow without limit, while $g(\zeta)$ costs the same at every $\zeta$. This is the practical value of the collapse.

The chain density of states follows from the two roots of $\epsilon+W\cos k=0$, each of weight $1/(2\pi W|\sin k|)$: $\rho(\epsilon)=1/(\pi\sqrt{W^2-\epsilon^2})$ for $|\epsilon|<W$, with $W=2t$. It is even in $\epsilon$.

\subsection*{Square lattice}

With $u,v=(k_x\pm k_y)/2$, $\epsilon=-2t(\cos k_x+\cos k_y)=-4t\cos u\cos v$. In $\cos^nu\cos^nv$ each harmonic $e^{i(au+bv)}$ has $a$ and $b$ of the same parity, so it is a lattice harmonic whose zone average vanishes unless $a=b=0$. All moments, and therefore the distribution of $\epsilon$, are those of independent uniform $u$ and $v$. Odd moments vanish, and $\langle\cos^{2n}u\rangle=\binom{2n}n4^{-n}\equiv b_n$ is the constant term of the binomial expansion. For $|\zeta|>4t$ the geometric series gives $g=\zeta^{-1}\sum_nb_n^2m^n$ with $m=16t^2/\zeta^2$. Expanding $(1-m\sin^2\phi)^{-1/2}=\sum_nb_nm^n\sin^{2n}\phi$ in $K(m)=\int_0^{\pi/2}d\phi\,(1-m\sin^2\phi)^{-1/2}$ gives $K=\frac\pi2\sum_nb_n^2m^n$. Therefore
\begin{equation}
g(\zeta)=\frac2{\pi\zeta}K\!\left(\frac{16t^2}{\zeta^2}\right),
\end{equation}
and this continues to all $\operatorname{Im}\zeta>0$, because the cut $m\ge1$ is reached only for real $\zeta$. For $D$, the average over $u$ at fixed $v$ is the chain result with $W=4t|\cos v|$. With $m'=1-\epsilon^2/16t^2$ one has $W^2-\epsilon^2=16t^2(m'-\sin^2v)$, and the substitution $\sin v=\sqrt{m'}\sin\phi$, $dv=\sqrt{m'}\cos\phi\,d\phi/\sqrt{1-m'\sin^2\phi}$, cancels the root:
\begin{equation}
D(\epsilon)=\frac2\pi\int_{\sin^2v<m'}\frac{dv}{4\pi t\sqrt{m'-\sin^2v}}=\frac{K(m')}{2\pi^2t},\qquad v\in[0,\pi/2].
\end{equation}
For $t=1$~eV, $z=1+0.1i$~eV and $\Sigma=0.4-0.3i$~eV, so $\zeta=0.6+0.4i$~eV, a $300^2$ grid, quadrature over $D$ and the elliptic form all give $0.159427-0.493131i$~eV$^{-1}$.

\section*{Several orbitals: the exact error}

At fixed $\mathbf k$, multiply $G_{\mathbf k}-\sum_nP_nr_n$ from the left by $G_{\mathbf k}^{-1}=z-\Sigma-H$. Use $HP_n=\epsilon_nP_n$ in the second term and write the unit matrix as $\sum_nP_n(z-\Sigma-\epsilon_n)r_n$:
\begin{align}
G_{\mathbf k}^{-1}\Big(G_{\mathbf k}-\sum_nP_nr_n\Big)&=\sum_n\big[P_n(z-\Sigma-\epsilon_n)-(z-\Sigma-\epsilon_n)P_n\big]r_n\nonumber\\
&=\sum_n(\Sigma P_n-P_n\Sigma)\,r_n .
\end{align}
The numbers $z$ and $\epsilon_n$ dropped out of the commutator. Thus
\begin{equation}
G-G_D=\Big\langle G_{\mathbf k}\sum_n[\Sigma,P_n(\mathbf k)]\,r_n\Big\rangle .
\label{err}
\end{equation}
Each $P_n=\prod_{l\ne n}(H-\epsilon_l)/(\epsilon_n-\epsilon_l)$ is a polynomial in $H$. If $[\Sigma,H(\mathbf k)]=0$ for all $\mathbf k$, every commutator in \eqref{err} vanishes and $G=G_D$. Nothing required $\Sigma$ to be diagonalizable. Examples are $\Sigma\propto1$; a block-diagonal $H$ with $\Sigma$ a number on each block; and $H=h(\mathbf k)\otimes1$ with $\Sigma=1\otimes\sigma$, as for a self-energy acting only on the spin of spin-degenerate bands. Physically, a noncommuting $\Sigma$ has matrix elements between bands at the same $\mathbf k$ with different energies. It changes the eigenvectors as well as the energies, by an amount that depends on the projectors $P_n(\mathbf k)$ and on several band energies at the same $\mathbf k$, so that two points with identical bare energies can respond differently.

\section*{What the density of states does not store}

For static Hermitian $\Sigma=S$ and large $|z|$ the geometric series give
\begin{equation}
G=\sum_{n\ge0}\frac{\langle(H+S)^n\rangle}{z^{n+1}},\qquad
G_D=\sum_{n\ge0}\frac1{z^{n+1}}\sum_{a=0}^n\binom na\langle H^a\rangle S^{n-a},
\end{equation}
where the second form uses the binomial theorem for $(\epsilon+S)^n$, valid because $\epsilon$ is a number. The terms $n=0$ and $n=1$ agree. At $n=2$ the mixed terms are $\langle H\rangle S+S\langle H\rangle$ against $2\langle H\rangle S$, so $G-G_D=[S,\langle H\rangle]/z^3+\dots$. This first error vanishes if $D$ commutes with $S$, since then every $\langle H^a\rangle$ does. At $n=3$ the mixed terms of $G$ are $\langle H^2S+HSH+SH^2\rangle+\langle HS^2+SHS+S^2H\rangle$. For $[D,S]=0$ they reduce to $2\langle H^2\rangle S+\langle HSH\rangle+3\langle H\rangle S^2$, against $3\langle H^2\rangle S+3\langle H\rangle S^2$, so
\begin{equation}
G-G_D=\frac{\langle HSH\rangle-\langle H^2\rangle S}{z^4}+O(z^{-5})\qquad([D,S]=0).
\label{c4}
\end{equation}
The element $\langle HSH\rangle_{ab}=\sum_{cd}\langle H_{ac}H_{db}\rangle S_{cd}$ needs the four-index average $\langle H_{ac}H_{db}\rangle$, of which $D$ holds only the contraction over $c=d$. In real space it is a hop to a neighbour, a self-energy insertion there, and a hop back; the density of states has summed over the orbital visited on the neighbour.

\section*{The converse}

Assume that $\Sigma(z)=\Sigma_0+\int d\omega\,A_\Sigma(\omega)/(z-\omega)$ with $\Sigma_0$ Hermitian and $A_\Sigma$ a positive semidefinite matrix weight of bounded support. Then $\Sigma=\sum_j\Sigma_jz^{-j}$ converges for large $|z|$, with Hermitian $\Sigma_j=\int\omega^{j-1}A_\Sigma\,d\omega$ for $j\ge1$. The claim is that $\operatorname{tr}G=\operatorname{tr}G_D$ throughout the upper half-plane forces $[\Sigma(z),H(\mathbf k)]=0$ for almost all $\mathbf k$.

If every $\Sigma_j$ commutes with $H(\mathbf k)$ almost everywhere, $\Sigma(z)$ does so for large $|z|$ and, by analytic continuation, for all $z$. Otherwise let $\Sigma_m$ be the first coefficient that does not, and split $\Sigma=C+\Lambda$ with $C=\sum_{j<m}\Sigma_jz^{-j}$, which commutes with $H$ and all $P_l$, and $\Lambda=\Sigma_mz^{-m}+O(z^{-m-1})$. The coefficients of $z^{-n-1}$ in the geometric series are
\begin{equation}
T_n=\operatorname{tr}(H+C+\Lambda)^n,\qquad T_n^D=\sum_l\operatorname{tr}P_l(\epsilon_l+C+\Lambda)^n .
\end{equation}
Sort both by the numbers $a,b,d$ of factors $H$ (or $\epsilon_l$), $C$, $\Lambda$, with $a+b+d=n$.
\begin{itemize}
\item $a=0$: both are $\operatorname{tr}(C+\Lambda)^n$, because $\sum_lP_l=1$.
\item $a=1$: in $T_n$ the factor $H$ has $n$ positions, and cyclicity brings it to the front, giving $n\operatorname{tr}H(C+\Lambda)^{n-1}$. In $T_n^D$ the binomial factor is $n$ and $\sum_l\epsilon_lP_l=H$ gives the same.
\item $d=0$: both are $\binom na\operatorname{tr}H^aC^b$, because $C$ commutes with $H$.
\item $d=1$: in $T_n$, cyclicity moves $\Lambda$ to the end and each of the $n!/(a!\,b!)$ words equals $\operatorname{tr}H^aC^b\Lambda$. In $T_n^D$ there are $\binom na$ choices for the $\epsilon$ factors and $b+1$ positions of $\Lambda$ among the $C$; since $C$ commutes with $P_l$, each gives the same trace. The count is $\binom na(b+1)=\frac{n!\,(b+1)}{a!\,(b+1)!}=\frac{n!}{a!\,b!}$.
\end{itemize}
Only terms with $a\ge2$ and $d\ge2$ can differ, and such a term is of order $z^{-(a+b+d+1)-dm}$. The largest has $a=d=2$, $b=0$, of order $z^{-5-2m}$; all others are smaller by at least $1/z$. Of the six words with two $H$ and two $\Lambda$, four ($HH\Lambda\Lambda$ and its cyclic shifts) have trace $\operatorname{tr}H^2\Lambda^2$ and two have $\operatorname{tr}H\Lambda H\Lambda$, while $T_4^D$ contains $\binom42\operatorname{tr}H^2\Lambda^2$. The difference is
\begin{equation}
2\operatorname{tr}H\Lambda H\Lambda-2\operatorname{tr}H^2\Lambda^2=\operatorname{tr}(H\Lambda H\Lambda-H\Lambda\Lambda H-\Lambda HH\Lambda+\Lambda H\Lambda H)=\operatorname{tr}[H,\Lambda]^2 .
\end{equation}
For Hermitian $H$ and $\Sigma_m$ the commutator $X=[H,\Sigma_m]$ obeys $X^\dagger=-X$, so $\operatorname{tr}X^2=-\operatorname{tr}X^\dagger X=-\|X\|_F^2$, the squared Frobenius norm. Hence
\begin{equation}
\operatorname{tr}(G-G_D)=-\frac{\langle\|[H(\mathbf k),\Sigma_m]\|_F^2\rangle}{z^{5+2m}}+O(z^{-6-2m}).
\label{conv}
\end{equation}
The average of a nonnegative quantity cannot cancel between $\mathbf k$ points, so the coefficient is nonzero and the two traces are different analytic functions. They may still coincide at isolated $z$. Placing $D$ to the right of the resolvent, or symmetrizing, leaves $\operatorname{tr}G_D$ unchanged, so no ordering repairs the formula. The error in the trace appears at $z^{-5}$ at the earliest, so the normalization and the next three moments of the total spectral function do not reveal it. Equation \eqref{conv} is a large-$|z|$ statement and gives no estimate of the error inside the band. For sets of random $3\times3$ matrices the coefficient extracted as $\oint f\,z^{n-1}dz/2\pi i$ on a circle around the spectrum is $-0.734930$~eV$^4$ for $m=0$ and $-0.032252$~eV$^6$ for $m=1$, equal to $-\langle\|[H,\Sigma_m]\|_F^2\rangle$ to all printed digits.

The density-of-states formula $G_D$ is exact when $\Sigma$ commutes with $H(\mathbf k)$ at every $\mathbf k$, and, for self-energies with the assumed large-$|z|$ expansion, agreement of the traces throughout the upper half-plane forces that commutation for almost all $\mathbf k$. It remains to see whether any other rule using only $D$ and $\Sigma$ could succeed, and how large the error is in a two-orbital model.
